# Coulomb Binding of an Adjacent Iron–Boron Pair in Silicon

## Problem

An iron atom in silicon occupies a tetrahedral interstitial site and carries charge \(+e\). A boron atom replaces a silicon atom and carries charge \(-e\). The two defects are written \(\mathrm{Fe}_i^+\) and \(\mathrm{B}_s^-\). The boron sits on one of the lattice sites nearest to the iron.

Take the cubic lattice constant as \(a=5.43\) Å and the bulk static relative permittivity as \(\varepsilon_r=11.7\). Treat the defects as point charges on ideal, unrelaxed sites in a uniform, linear dielectric. Keep both charge states fixed and leave out screening by free carriers.

(a) Estimate the electrostatic binding energy from orders of magnitude.

(b) Find the pair distance and solve the point-charge model. Show why the energy contains one factor \(1/\varepsilon_r\), although each of the two electric fields contains such a factor.

(c) Compare the result with the thermal energy at 300 K and with the energy of a pair in which boron occupies the second-nearest shell.

(d) A bulk permittivity describes slowly varying fields. Estimate how much the answer might change when screening is incomplete at atomic distances.

The binding energy is defined as
\[
E_b=E(\text{far apart})-E(\text{adjacent}),
\]
so a bound pair has \(E_b>0\). With the zero of energy at infinite separation, the interaction energy of the pair is \(U=-E_b\).

## First estimate by scaling

The model contains one charge magnitude \(e\), one distance \(\ell\) and one permittivity, which enters only as the product \(\varepsilon_0\varepsilon_r\). The only energy that these can form is \(e^2/(\varepsilon_0\varepsilon_r\ell)\) times a pure number. With the factor \(1/(4\pi)\) of Coulomb's law, the estimate is
\[
E_b\sim\frac{C}{\varepsilon_r\,\ell},\qquad C=\frac{e^2}{4\pi\varepsilon_0},
\]
where \(\ell\) is the separation. The constant \(C\) is about 14 eV Å. An interstitial atom and its neighbour are separated by a fraction of the cubic cell, so take \(\ell\sim a/2\approx2.7\) Å. Round the permittivity to 10. Then
\[
E_b\sim\frac{14}{10\times2.7}\ \text{eV}\approx0.5\ \text{eV}.
\]
This fixes the scale: tenths of an electronvolt, rather than several electronvolts or a few millielectronvolts. It does not fix the second digit, because both \(\ell\) and \(\varepsilon_r\) were chosen roughly.

## Solution of the point-charge model

### The distance

Silicon atoms occupy two face-centred cubic sublattices. The points of the first are
\[
\mathbf R_1=\frac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even},
\]
with integer \(n_i\). The second is the first shifted by \((a/4)(1,1,1)\). Consider the point
\[
\mathbf T=\frac a2(1,1,1).
\]
It is not on the first sublattice, because \(1+1+1\) is odd. It is not on the second, whose coordinates are odd multiples of \(a/4\), while those of \(\mathbf T\) are even multiples. The site is therefore empty in the perfect crystal.

The displacement from \(\mathbf T\) to an atom of the second sublattice is
\[
\frac a2(n_1,n_2,n_3)+\frac a4(1,1,1)-\frac a2(1,1,1)
=\frac a4(2n_1-1,\,2n_2-1,\,2n_3-1).
\]
Every component is an odd multiple of \(a/4\), so the shortest vectors have components \(\pm a/4\). These require each \(n_i\) to be 0 or 1. The even-sum condition leaves \((0,0,0)\), \((1,1,0)\), \((1,0,1)\) and \((0,1,1)\): four atoms, at the corners of a tetrahedron. Their distance is
\[
d=\frac a4\sqrt{1^2+1^2+1^2}=\frac{\sqrt3}{4}a=2.351\ \text{Å}.
\]

Displacements to the first sublattice have the form \((a/2)(m_1,m_2,m_3)\) with \(m_1+m_2+m_3\) odd. The shortest have one component \(\pm a/2\) and two zeros. There are six, at distance \(a/2=2.715\) Å. The next atoms of the second sublattice are at \(\sqrt{11}\,a/4\), which is larger than \(a/2\), so these six atoms form the second shell.

### The energy from the work of separation

Write \(\varepsilon=\varepsilon_0\varepsilon_r\). Gauss's law for a charge \(+e\) in the uniform medium gives
\[
4\pi r^2\,\varepsilon E(r)=e
\quad\Longrightarrow\quad
E(r)=\frac{e}{4\pi\varepsilon r^2}.
\]
The force on the charge \(-e\) points inward and has magnitude \(eE(r)\). To separate the pair slowly, an external agent must apply an equal outward force. Its work is the binding energy:
\[
E_b=\int_d^\infty\frac{e^2}{4\pi\varepsilon r^2}\,dr
=\frac{e^2}{4\pi\varepsilon}\left[-\frac1r\right]_d^\infty
=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r d}.
\]
Substituting \(d=\sqrt3\,a/4\),
\[
\boxed{E_b=\frac{4}{\sqrt3}\,\frac{C}{\varepsilon_r a}}
\]

For a medium held at constant temperature, this work is a free-energy difference. It is also an energy difference here because \(\varepsilon_r\) is taken as independent of temperature, which makes the entropy of the dielectric response vanish in the model.

### The same energy from the fields

The energy density in a linear dielectric is \(\tfrac12\varepsilon|\mathbf E|^2\). With \(\mathbf E=\mathbf E_1+\mathbf E_2\),
\[
\tfrac12\varepsilon|\mathbf E|^2
=\tfrac12\varepsilon|\mathbf E_1|^2+\tfrac12\varepsilon|\mathbf E_2|^2+\varepsilon\,\mathbf E_1\cdot\mathbf E_2 .
\]
The first two terms are self-energies. They diverge for ideal point charges, but with a small fixed radius assigned to each charge they are finite and do not depend on the separation. They cancel in \(E_b\). The interaction energy is the last term integrated over space.

Place the origin at the positive charge and divide space into spherical shells. On a shell of radius \(r\), \(\mathbf E_1\) is radial and has constant magnitude, so
\[
U=\int_0^\infty dr\;\varepsilon\,\frac{e}{4\pi\varepsilon r^2}\,\Phi_2(r)
=\frac{e}{4\pi}\int_0^\infty\frac{\Phi_2(r)}{r^2}\,dr,
\]
where \(\Phi_2(r)\) is the outward flux of \(\mathbf E_2\) through the shell. For \(r<d\) the shell does not enclose the negative charge, and \(\Phi_2=0\). For \(r>d\) it does, and \(\Phi_2=-e/\varepsilon\). Hence
\[
U=-\frac{e^2}{4\pi\varepsilon}\int_d^\infty\frac{dr}{r^2}
=-\frac{e^2}{4\pi\varepsilon d}=-E_b .
\]
The two fields supply \(1/\varepsilon_r^2\), and the energy density supplies one factor \(\varepsilon_r\). One factor \(1/\varepsilon_r\) remains. A numerical integration of the overlap of the two fields gives \(-0.523\) eV, in agreement with the work integral.

### The numbers

With \(C=14.400\) eV Å,
\[
E_b=\frac{14.400}{11.7\times2.351}\ \text{eV}=0.523\ \text{eV}.
\]
Rounded to two digits, the result of the point-charge model is
\[
E_b\approx0.52\ \text{eV}\quad(\text{about }50\ \text{kJ/mol}).
\]
Without the dielectric, the same charges would be bound by \(14.400/2.351=6.12\) eV. Screening removes more than nine tenths of this, so the treatment of the permittivity deserves more care than the third digit of the distance.

## Thermal energy and the second shell

At 300 K, \(k_BT=0.02585\) eV, and therefore
\[
\frac{E_b}{k_BT}=20.2 .
\]
This large ratio favours pairing, but it is not by itself the fraction of iron that is paired. A separated iron atom has many more sites available. Consider one boron atom in a region with \(N\) tetrahedral interstitial sites and one iron atom. Assign energy \(-E_b\) to the four sites adjacent to boron and zero to all others. In equilibrium,
\[
\frac{P_{\text{pair}}}{P_{\text{separate}}}
=\frac{4}{N-4}\,e^{E_b/k_BT}.
\]
For \(N\gg4\), pairing is favoured when \(E_b>k_BT\ln(N/4)\). Dilution raises \(N\), and heating raises the right-hand side, so both promote dissociation. This count neglects the attraction at intermediate distances and any change of charge state. The first neglect is not small at 300 K. For \(10^{16}\) boron atoms per cm\(^3\), \(N\approx5\times10^6\) and the formula gives about 500, but the six second-shell sites treated below carry about 50 times the weight of the \(N\) free sites. The ratio of adjacent iron to iron on all other sites is then only about 10. The formula is a rough comparison of adjacent iron with distant iron. It also says nothing about how quickly equilibrium is reached, which depends on the barriers to iron migration.

For boron in the second shell the distance is \(a/2\). The ratio of the energies follows from the inverse distances:
\[
\frac{E_b^{(2)}}{E_b}=\frac{d}{a/2}
=\frac{\sqrt3\,a/4}{a/2}=\frac{\sqrt3}{2}=0.866 .
\]
Thus \(E_b^{(2)}=0.453\) eV, which is 0.070 eV less than for the adjacent pair. The difference is about \(2.7\,k_BT\) at 300 K. Including the six second-shell positions and the four nearest ones, the model gives the equilibrium population ratio
\[
\frac{P_2}{P_1}=\frac64\,e^{-0.070/0.02585}\approx0.10 .
\]
The adjacent arrangement is preferred, but by a small energy. The wave-number-dependent screening of the next section already raises the difference to 0.095 eV and lowers the ratio to 0.04. Relaxation or bonding that differs between the two arrangements by several hundredths of an electronvolt would change this ratio substantially. The model is better suited to the scale of the binding than to the splitting between neighbouring configurations.

## Screening at atomic distances

### A model with two correct limits

A sharp charge contains Fourier components of all wave numbers \(q\). The bulk constant \(\varepsilon_r\) applies to small \(q\). At very large \(q\) the electrons cannot follow the rapid spatial variation, and the permittivity tends to 1. A simple interpolation with these limits is
\[
\frac1{\varepsilon(q)}=\frac1{\varepsilon_r}
+\left(1-\frac1{\varepsilon_r}\right)\frac{q^2}{q^2+\kappa^2},
\]
where \(\kappa^{-1}\) is the distance over which screening develops. At \(q=0\) the second term vanishes. For \(q\gg\kappa\) its fraction tends to 1, and the sum becomes 1.

In Fourier space, Poisson's equation for a point charge gives the potential \(e/[\varepsilon_0q^2\varepsilon(q)]\). The binding energy at separation \(r\) is then
\[
E_m(r)=\frac{e^2}{\varepsilon_0}\int\frac{d^3q}{(2\pi)^3}\,
e^{i\mathbf q\cdot\mathbf r}
\left[\frac{1}{\varepsilon_r q^2}
+\left(1-\frac1{\varepsilon_r}\right)\frac1{q^2+\kappa^2}\right].
\]
To invert the second term, start from \(e^{-\kappa r}/(4\pi r)\). The angular average of \(e^{-i\mathbf q\cdot\mathbf r}\) is \(\sin(qr)/(qr)\), so
\[
\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-\kappa r}}{4\pi r}
=\frac1q\int_0^\infty e^{-\kappa r}\sin(qr)\,dr
=\frac1q\,\frac{q}{q^2+\kappa^2}
=\frac1{q^2+\kappa^2}.
\]
The limit \(\kappa\to0\) shows that \(1/q^2\) corresponds to \(1/(4\pi r)\). Therefore
\[
E_m(r)=\frac Cr\left[\frac1{\varepsilon_r}
+\left(1-\frac1{\varepsilon_r}\right)e^{-\kappa r}\right].
\]
For \(\kappa r\gg1\) the bulk result returns. For \(\kappa r\ll1\) the bracket tends to 1, and the interaction is unscreened.

### The screening length

A scale for \(\kappa\) comes from a free-electron gas with the valence density of silicon. The cubic cell has eight atoms with four valence electrons each, so \(n=32/a^3=0.200\) Å\(^{-3}\). A slowly varying potential \(\phi\) changes the electron density by \(\delta n=(dn/d\mu)e\phi\), where \(\mu\) is the chemical potential. The induced charge density is \(-e\,\delta n\), and Poisson's equation becomes
\[
\left(q^2+\kappa^2\right)\phi=\frac{\rho_{\text{ext}}}{\varepsilon_0},
\qquad
\kappa^2=\frac{e^2}{\varepsilon_0}\frac{dn}{d\mu}.
\]
For free electrons \(n=k_F^3/(3\pi^2)\) and \(\mu=\hbar^2k_F^2/(2m)\). Since \(n\propto\mu^{3/2}\),
\[
\frac{dn}{d\mu}=\frac{3n}{2\mu}
=\frac{k_F^3}{2\pi^2}\,\frac{2m}{\hbar^2k_F^2}
=\frac{mk_F}{\pi^2\hbar^2}.
\]
The Bohr radius \(a_0=4\pi\varepsilon_0\hbar^2/(me^2)\) gives \(me^2/(\varepsilon_0\hbar^2)=4\pi/a_0\), and hence
\[
\kappa^2=\frac{4k_F}{\pi a_0}.
\]
Here \(k_F=(3\pi^2n)^{1/3}=1.81\) Å\(^{-1}\) and \(\kappa=2.09\) Å\(^{-1}\). The screening length is about half an ångström, several times shorter than \(d\). This is only a scale: the derivation assumed a potential that varies slowly over \(1/k_F\), and the resulting \(\kappa\) is slightly larger than \(k_F\).

### The size of the correction

The relative change from the bulk result is
\[
\frac{E_m(d)-E_b}{E_b}
=\varepsilon_r\left(1-\frac1{\varepsilon_r}\right)e^{-\kappa d}
=(\varepsilon_r-1)e^{-\kappa d}.
\]
With \(e^{-\kappa d}=0.00741\), this is \(10.7\times0.00741=0.079\). The binding rises by 0.041 eV to
\[
E_m(d)=0.565\ \text{eV},
\]
which corresponds to an effective permittivity of 10.8. The exponential is below one per cent, but it multiplies an unscreened energy much larger than \(E_b\). That is why the correction reaches 8% of \(E_b\).

The value 0.565 eV is a measure of sensitivity, not a better reference energy. Silicon has a gap, and its valence electrons are not a free gas. Because \(\kappa d=4.9\), lowering \(\kappa\) by 20% would multiply the correction by \(e^{0.98}\approx2.7\), raising it to about 21% of \(E_b\). Within this model the sign is secure, since \((\varepsilon_r-1)e^{-\kappa d}\) is positive for every finite \(\kappa\). Its magnitude is much less secure. The sign also belongs to this interpolation and is not established for silicon. Here \(\varepsilon(q)-1\) falls as \(q^{-2}\) at large \(q\), whereas the response of free electrons falls as \(q^{-4}\). The form \(1/(\varepsilon-1)=1/(\varepsilon_r-1)+\alpha q^2/\kappa^2+(\hbar q^2/2m\omega_p)^2\), with \(\omega_p\) the valence plasma frequency, has the same two limits and this faster decay. It changes \(E_b\) by \(+9\%\) for \(\alpha=1.56\) and by \(-8\%\) for \(\alpha=1\). The short-range correction is therefore best read as an uncertainty of order 10 to 20%, with the sign left open.

## Comparison of the two answers

The scaling estimate gave 0.5 eV, and the point-charge solution gives 0.52 eV. The closeness is partly a cancellation. Using \(a/2\) instead of \(d\) multiplies the energy by 0.866. Using 10 instead of 11.7 multiplies it by 1.17. Rounding \(C\) to 14 eV Å contributes a factor 0.97. Together,
\[
0.866\times1.17\times0.97\approx0.98 .
\]
Taken one at a time, the choices change the energy by up to 17% of the point-charge result; taken together, they change it by only about 1.5%, or 1% once \(\ell\) is rounded to 2.7 Å. The scaling argument establishes the order of magnitude; the actual distance and permittivity are needed to justify the second digit within the model.

That digit is still conditional on the model and its inputs. A permittivity of 11.9 gives 0.51 eV. Debye screening by free holes, left out here, lowers the Coulomb term at 300 K by about 0.003 eV at \(10^{16}\) cm\(^{-3}\) and 0.03 eV at \(10^{18}\) cm\(^{-3}\). For small changes in distance and permittivity, differentiating \(E_b\propto1/(\varepsilon_rd)\) gives
\[
\frac{\delta E_b}{E_b}\approx-\frac{\delta d}{d}-\frac{\delta\varepsilon_r}{\varepsilon_r}.
\]
An outward displacement that lengthens the pair by 0.1 Å lowers the Coulomb term by about 4%, or 0.02 eV. Relaxation also changes the elastic energy, which this formula does not contain. Nor does it contain the bonding between iron and its neighbours or the spread of the defect charges over several atoms. If the iron becomes neutral, the point-charge attraction disappears. Any remaining binding must then come from effects outside the point-charge model, such as those just named or the polarization of the neutral iron by the charged boron.

The bulk-dielectric estimate therefore supports a binding of roughly half an electronvolt for the stated charge states. The numerical output lists the main values used here.

## Calculated quantities

```
Lattice constant (input): 5.43 angstrom
Bulk relative permittivity (input): 11.7
Temperature (input): 300 K
e^2/(4 pi eps_0): 14.3996 eV angstrom
Nearest atoms to interstitial site: 4
Nearest pair distance d: 2.3513 angstrom
Atoms in second shell: 6
Second-shell distance: 2.7150 angstrom
Unscreened binding at d: 6.124 eV
Bulk-screened binding E_b: 0.523 eV
Bulk-screened binding E_b: 50.5 kJ/mol
Work integral of the force: 0.523 eV
Field-overlap interaction energy: -0.523 eV
Second-shell binding: 0.453 eV
First minus second shell: 0.070 eV
Second/first binding ratio: 0.8660
Thermal energy k_B T: 0.02585 eV
E_b/(k_B T): 20.2
Valence density: 0.1999 angstrom^-3
Fermi wave number: 1.809 angstrom^-1
Screening wave number kappa: 2.086 angstrom^-1
exp(-kappa d): 0.00741
Model binding at d: 0.565 eV
Model increase over bulk: 0.041 eV
Model relative increase: 7.9 %
Model effective permittivity at d: 10.84
```
